# Debugging a numerical check: The tree-level Ward identity from photon insertions on a fermion line

```python
"""Tree Ward identity for a photon inserted everywhere on a fermion line.

Result under test: contracting the inserted vertex -i q gamma^mu with k_mu
and summing over all places gives
  q [G(p) - G(p+k)]  when propagators are kept on both ends of the line,
  0                  when the ends are amputated and put on shell.
G: line without the extra photon; p: momentum entering the line;
k: momentum entering with the photon; q: charge; S(p) = i/(pslash - m).
Metric (+,-,-,-), hbar = c = 1, and fermion mass m = 1.
"""
import numpy as np

m = 1.0
I2, I4 = np.eye(2), np.eye(4)
sigma = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
gamma = [np.kron(sigma[2], I2)] + [np.kron(1j * sigma[1], s) for s in sigma]
metric = np.diag([1.0, -1.0, -1.0, -1.0])


def dot(a, b):
    return a @ metric @ b


def slash(a):
    return sum(metric[i, i] * a[i] * gamma[i] for i in range(4))


def S(p):
    return 1j * np.linalg.inv(slash(p) - m * I4)


def spinor(p, spin, anti=False):
    """u(p) or, with anti=True, v(p); spin is a two-component column."""
    small = sum(p[i + 1] * sigma[i] for i in range(3)) @ spin / (p[0] + m)
    parts = (small, spin) if anti else (spin, small)
    return np.sqrt(p[0] + m) * np.concatenate(parts)


def bar(w):
    return w.conj() @ gamma[0]


def chain(p, vertices, inflow):
    """Amputated line: vertices in order, joined by propagators."""
    matrix, momentum = I4, p
    for i, (vertex, l) in enumerate(zip(vertices, inflow)):
        if i > 0:
            matrix = S(momentum) @ matrix
        matrix = vertex @ matrix
        momentum = momentum + l
    return matrix


def insertions(p, vertices, inflow, k, probe, charges):
    """One amputated matrix for each place of the extra photon."""
    return [chain(p, vertices[:j] + [-1j * charges[j] * probe] + vertices[j:],
                  inflow[:j] + [k] + inflow[j:])
            for j in range(len(vertices) + 1)]


def entering_at(p, vertices, inflow, k):
    """Lines without the photon vertex, with k entering at each vertex."""
    result = []
    for j in range(len(vertices)):
        shifted = list(inflow)
        shifted[j] = shifted[j] + k
        result.append(chain(p, vertices, shifted))
    return result


def show(label, value, unit):
    if isinstance(value, complex):
        re, im = round(value.real, 6) + 0.0, round(value.imag, 6) + 0.0
        print(f"{label}: {re:+.6f} {im:+.6f}i {unit}")
    else:
        print(f"{label}: {value:.6f} {unit}")


# Algebra of the gamma matrices and the propagator difference, off shell
for a in range(4):
    for b in range(4):
        anti = gamma[a] @ gamma[b] + gamma[b] @ gamma[a]
        assert np.allclose(anti, 2 * metric[a, b] * I4)
rng = np.random.default_rng(7)
q = -0.7
p_off, k_off = rng.normal(size=4), rng.normal(size=4)
assert np.allclose(S(p_off), 1j * (slash(p_off) + m * I4)
                   / (dot(p_off, p_off) - m**2))
left = S(p_off + k_off) @ (-1j * q * slash(k_off)) @ S(p_off)
assert np.allclose(left, q * (S(p_off) - S(p_off + k_off)), rtol=1e-9)

# Whole off-shell line with three arbitrary matrix vertices
verts = [rng.normal(size=(4, 4)) + 1j * rng.normal(size=(4, 4))
         for _ in range(3)]
flows = [rng.normal(size=4) for _ in range(3)]
p_end = p_off + sum(flows)
total = sum(insertions(p_off, verts, flows, k_off, slash(k_off), [q] * 4))
total = S(p_end + k_off) @ total @ S(p_off)
G0 = S(p_end) @ chain(p_off, verts, flows) @ S(p_off)
Gk = (S(p_end + k_off) @ chain(p_off + k_off, verts, flows)
      @ S(p_off + k_off))
scale = np.linalg.norm(G0) + np.linalg.norm(Gk)
offshell_error = np.linalg.norm(total - q * (G0 - Gk)) / scale
assert offshell_error < 1e-9
assert np.linalg.norm(total) / scale > 1e-3

# Compton kinematics: electron at rest
omega, theta = 2.0, np.pi / 3
omega_out = omega / (1 + omega / m * (1 - np.cos(theta)))
p = np.array([m, 0, 0, 0])
k = omega * np.array([1, 0, 0, 1])
k_out = omega_out * np.array([1, np.sin(theta), 0, np.cos(theta)])
p_out = p + k - k_out
assert abs(dot(p_out, p_out) - m**2) < 1e-12
up, down = np.array([1, 0], complex), np.array([0, 1], complex)
ket, bra = spinor(p, up), bar(spinor(p_out, down))
assert np.allclose(slash(p) @ ket, m * ket)
assert np.allclose(bra @ slash(p_out), m * bra)

# End rules and the line with no other vertex
assert np.allclose(S(p + k) @ (-1j * q * slash(k)) @ ket, q * ket)
assert np.allclose(bra @ (-1j * q * slash(k)) @ S(p_out - k), -q * bra)
assert abs(bra @ slash(p_out - p) @ ket) < 1e-12

# Two Compton diagrams, charge factors removed
normal = np.array([0, 0, 1.0, 0])
in_plane = np.array([0, np.cos(theta), 0, -np.sin(theta)])


def compton(e_in, e_out):
    return insertions(p, [-1j * slash(e_out)], [-k_out], k,
                      slash(e_in), [1, 1])


ward = [complex(bra @ d @ ket) for d in compton(k, normal)]
assert abs(sum(ward)) < 1e-12 and abs(ward[0]) > 0.1
assert abs(abs(ward[0]) - np.sqrt(1.5)) < 1e-12
c = 0.7
before = [complex(bra @ d @ ket) for d in compton(normal, normal)]
after = [complex(bra @ d @ ket) for d in compton(normal + c * k, normal)]
assert abs(sum(before) - sum(after)) < 1e-12
assert all(abs(x - y) > 0.1 for x, y in zip(before, after))

# Polarization sums: transverse vectors against minus the metric
transverse_in = [(1, np.array([0, 1.0, 0, 0])), (1, normal)]
transverse_out = [(1, in_plane), (1, normal)]
covariant = [(-metric[i, i], np.eye(4)[i]) for i in range(4)]


def summed(pols_in, pols_out, first_only=False):
    value = 0.0
    for w_in, e_in in pols_in:
        for w_out, e_out in pols_out:
            d = compton(e_in, e_out)
            matrix = d[0] if first_only else d[0] + d[1]
            for s in (up, down):
                for t in (up, down):
                    amp = bar(spinor(p_out, t)) @ matrix @ spinor(p, s)
                    value += w_in * w_out * abs(amp)**2
    return value


full_T = summed(transverse_in, transverse_out)
full_g = summed(covariant, covariant)
one_T = summed(transverse_in, transverse_out, True)
one_g = summed(covariant, covariant, True)
assert abs(full_T - full_g) < 1e-10
assert abs(one_T - one_g) > 0.1

# Two emitted photons: one interior insertion appears
pair = [-1j * slash(normal), -1j * slash(in_plane)]
half = [-k_out / 2, -k_out / 2]
terms = [complex(bra @ d @ ket)
         for d in insertions(p, pair, half, k, slash(k), [1, 1, 1])]
A = [complex(bra @ d @ ket) for d in entering_at(p, pair, half, k)]
assert np.allclose(terms, [A[0], A[1] - A[0], -A[1]])
assert abs(sum(terms)) < 1e-12 and min(map(abs, terms)) > 0.05
swapped = [complex(bra @ d @ ket) for d in
           insertions(p, pair[::-1], half, k, slash(k), [1, 1, 1])]
assert abs(sum(swapped)) < 1e-12 and max(map(abs, swapped)) > 0.05

# Charge that changes along the line leaves a definite remainder
q_line = [1.0, 0.4, -0.5]
rest = sum(complex(bra @ d @ ket)
           for d in insertions(p, pair, half, k, slash(k), q_line))
expected = sum((q_line[j] - q_line[j + 1]) * A[j] for j in range(2))
assert abs(rest - expected) < 1e-12 and abs(rest) > 0.05

# Vertex a.P depending on the incoming fermion momentum P
a = np.array([0.3, 0.2, -0.4, 0.9])
first = bra @ (dot(a, p + k) * S(p + k)) @ (-1j * q * slash(k)) @ ket
last = bra @ (-1j * q * slash(k)) @ S(p_out - k) @ (dot(a, p) * ket)
remainder = q * (dot(a, p + k) - dot(a, p)) * (bra @ ket)
assert abs(first + last - remainder) < 1e-12 and abs(remainder) > 1e-3

# Line ending on an antiparticle: its line momentum is minus the physical one
p_anti = np.array([np.sqrt(m**2 + 0.29), 0.2, -0.3, 0.4])
bra_v = bar(spinor(p_anti, up, anti=True))
assert np.allclose(bra_v @ slash(-p_anti), m * bra_v)
flow_v = [-p_anti - p - k]
terms_v = [bra_v @ d @ ket for d in
           insertions(p, [verts[0]], flow_v, k, slash(k), [q, q])]
assert abs(sum(terms_v)) < 1e-11 and abs(terms_v[0]) > 1e-3

print("Units: m = 1; amplitudes have their powers of q removed")
show("incoming photon energy", omega, "m")
show("scattering angle", np.degrees(theta), "degrees")
show("outgoing photon energy", omega_out, "m")
for name, value in zip(("E", "px", "py", "pz"), p_out):
    show("final electron " + name, value, "m")
print("Compton, spin up to down, outgoing polarization along y")
show("eps->k, absorption first", ward[0], "m")
show("eps->k, emission first", ward[1], "m")
print(f"eps->k, size of sum below 1e-12 m: {abs(sum(ward)) < 1e-12}")
print("Incoming polarization along y, then shifted by c k")
show("shift c", c, "1/m")
show("absorption first, before", before[0], "(dimensionless)")
show("absorption first, after", after[0], "(dimensionless)")
show("emission first, before", before[1], "(dimensionless)")
show("emission first, after", after[1], "(dimensionless)")
show("sum, before", sum(before), "(dimensionless)")
show("sum, after", sum(after), "(dimensionless)")
print("Squared amplitude summed over all spins and polarizations")
show("both diagrams, transverse sum", full_T, "(dimensionless)")
show("both diagrams, minus metric", full_g, "(dimensionless)")
show("absorption first only, transverse", one_T, "(dimensionless)")
show("absorption first only, minus metric", one_g, "(dimensionless)")
print("Two photons of momentum k'/2: y emitted first, in-plane second")
show("A_1, k entering at vertex 1", A[0], "(dimensionless)")
show("A_2, k entering at vertex 2", A[1], "(dimensionless)")
for j, value in enumerate(terms):
    show(f"eps->k, insertion on segment {j}", value, "(dimensionless)")
print(f"size of their sum below 1e-12: {abs(sum(terms)) < 1e-12}")
print("Same line with unequal segment charges (relative units)")
print("segment charges:", *q_line)
show("remainder", rest, "(dimensionless)")
print(f"off-shell identity, relative error below 1e-9: {offshell_error < 1e-9}")
print("OK")
```

Output of this version:

```
Traceback (most recent call last):
  File "check.py", line 196, in <module>
    assert abs(first + last - remainder) < 1e-12 and abs(remainder) > 1e-3
                                                     ^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

The author's reading of the failure: The test of a vertex that depends on the fermion momentum used a spin-flip final state. For an electron initially at rest the product ū(p')u(p) then vanishes, so the predicted remainder was zero and the check that it is nonzero failed; the formula itself was not at fault. That test now uses a final electron with the same spin label as the initial one, for which the product is not zero. The tested quantity is therefore the same remainder for another final spin, and no tolerance or other case is changed.

The change:

```diff
@@ -189,9 +189,11 @@
 assert abs(rest - expected) < 1e-12 and abs(rest) > 0.05
 
-# Vertex a.P depending on the incoming fermion momentum P
+# Vertex a.P depending on the incoming fermion momentum P.
+# Final spin up: with a spin flip the product ubar(p') u(p) would vanish.
 a = np.array([0.3, 0.2, -0.4, 0.9])
-first = bra @ (dot(a, p + k) * S(p + k)) @ (-1j * q * slash(k)) @ ket
-last = bra @ (-1j * q * slash(k)) @ S(p_out - k) @ (dot(a, p) * ket)
-remainder = q * (dot(a, p + k) - dot(a, p)) * (bra @ ket)
+bra_up = bar(spinor(p_out, up))
+first = bra_up @ (dot(a, p + k) * S(p + k)) @ (-1j * q * slash(k)) @ ket
+last = bra_up @ (-1j * q * slash(k)) @ S(p_out - k) @ (dot(a, p) * ket)
+remainder = q * (dot(a, p + k) - dot(a, p)) * (bra_up @ ket)
 assert abs(first + last - remainder) < 1e-12 and abs(remainder) > 1e-3
 
```

After the repair:

```
Units: m = 1; amplitudes have their powers of q removed
incoming photon energy: 2.000000 m
scattering angle: 60.000000 degrees
outgoing photon energy: 1.000000 m
final electron E: 2.000000 m
final electron px: -0.866025 m
final electron py: 0.000000 m
final electron pz: 1.500000 m
Compton, spin up to down, outgoing polarization along y
eps->k, absorption first: +1.224745 +0.000000i m
eps->k, emission first: -1.224745 +0.000000i m
eps->k, size of sum below 1e-12 m: True
Incoming polarization along y, then shifted by c k
shift c: 0.700000 1/m
absorption first, before: +0.000000 -0.353553i (dimensionless)
absorption first, after: +0.857321 -0.353553i (dimensionless)
emission first, before: +0.000000 -0.707107i (dimensionless)
emission first, after: -0.857321 -0.707107i (dimensionless)
sum, before: +0.000000 -1.060660i (dimensionless)
sum, after: +0.000000 -1.060660i (dimensionless)
Squared amplitude summed over all spins and polarizations
both diagrams, transverse sum: 14.000000 (dimensionless)
both diagrams, minus metric: 14.000000 (dimensionless)
absorption first only, transverse: 16.000000 (dimensionless)
absorption first only, minus metric: 10.000000 (dimensionless)
Two photons of momentum k'/2: y emitted first, in-plane second
A_1, k entering at vertex 1: +2.828427 +0.000000i (dimensionless)
A_2, k entering at vertex 2: +1.414214 +0.000000i (dimensionless)
eps->k, insertion on segment 0: +2.828427 +0.000000i (dimensionless)
eps->k, insertion on segment 1: -1.414214 +0.000000i (dimensionless)
eps->k, insertion on segment 2: -1.414214 +0.000000i (dimensionless)
size of their sum below 1e-12: True
Same line with unequal segment charges (relative units)
segment charges: 1.0 0.4 -0.5
remainder: +2.969848 +0.000000i (dimensionless)
off-shell identity, relative error below 1e-9: True
OK
```
